# Can a heavy ion bounce straight back off a lighter atom?

**Question**

I sputter aluminium with argon ions of about 500 eV at normal incidence. I picture the reflected argon like this: an ion that hits a surface atom head-on is stopped by the repulsion between the two atoms and then pushed back the way it came. Glancing hits deflect it less, so all angles from 0° to 180° should occur.

A colleague objects that argon is heavier than aluminium and that this changes the picture. But the repulsion surely does stop the ion if the hit is central. What is the largest deflection in one collision, and if it is below 90°, how can any argon come back out?

**Answer**

The repulsion stops the *relative* motion of the two atoms. It does not stop the ion in the laboratory. For a projectile heavier than a stationary target, that difference rules out backscattering in a single elastic collision.

Let the projectile have mass \(m_1\), velocity \(\mathbf v_0\), momentum \(p_0\) and energy \(E_0\). The target atom, of mass \(m_2\), is free and at rest. The collision is elastic and nonrelativistic. Define

\[
\mu=\frac{m_2}{m_1},\qquad x=\frac{p_1}{p_0},
\]

where \(p_1\) is the projectile's final momentum and \(\theta\) its laboratory deflection. "Backscattering" means \(\theta>90^\circ\).

**The limit from the conservation laws**

The recoil momentum is \(\mathbf p_2=\mathbf p_0-\mathbf p_1\), so

\[
p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta .
\]

Energy conservation, \(p_0^2/2m_1=p_1^2/2m_1+p_2^2/2m_2\), gives \(p_2^2=\mu(p_0^2-p_1^2)\). Equating the two expressions and dividing by \(p_0^2\),

\[
\mu(1-x^2)=1+x^2-2x\cos\theta ,
\]

\[
(1+\mu)x^2-2x\cos\theta+(1-\mu)=0 .
\]

For \(\mu<1\), \(x=0\) is not a solution, so we may divide by \(2x\):

\[
\cos\theta=\frac12\left[(1+\mu)x+\frac{1-\mu}{x}\right].
\]

Both terms in the bracket are positive, so \(\theta<90^\circ\) already follows. For positive \(A\) and \(B\), \((\sqrt A-\sqrt B)^2\ge0\) means \((A+B)/2\ge\sqrt{AB}\). Here \(AB=(1+\mu)(1-\mu)\), hence

\[
\cos\theta\ge\sqrt{1-\mu^2},\qquad \sin\theta\le\mu,\qquad
\theta_{\max}=\arcsin\frac{m_2}{m_1}.
\]

No force law was used. Equality needs \(A=B\), or \(x^2=(1-\mu)/(1+\mu)\), which is the fraction of energy kept at the limit. The limit is reached if the force can produce the required centre-of-mass angle, found below.

For argon on aluminium, \(\mu=26.982/39.962=0.6752\), so \(\theta_{\max}=42.47^\circ\). At that angle a 500 eV ion keeps \(500\times0.3248/1.6752=96.9\) eV.

**What happens in the head-on hit**

The centre of mass moves forward at

\[
V=\frac{m_1v_0}{m_1+m_2}=\frac{v_0}{1+\mu}.
\]

Relative to it, the projectile's initial speed is

\[
w=v_0-V=\frac{\mu v_0}{1+\mu}=\mu V .
\]

In the centre-of-mass frame the two momenta are equal and opposite, so energy conservation leaves \(w\) unchanged and the collision merely turns the velocity through an angle \(\chi\). The final forward component in the laboratory is

\[
v_{1,\parallel}=V+w\cos\chi\ \ge\ V-w=v_0\,\frac{1-\mu}{1+\mu}>0 .
\]

At closest approach in a head-on hit the relative velocity is zero, but both atoms move forward at \(V=0.597\,v_0\). The ion is then indeed pushed backward, and in the centre-of-mass frame it reverses. In the laboratory it has merely slowed down, with final energy

\[
E_0\left(\frac{1-\mu}{1+\mu}\right)^2=500\left(\frac{0.3248}{1.6752}\right)^2\approx18.8\ \text{eV}.
\]

Its laboratory deflection is zero.

The largest deflection occurs when the final velocity is tangent to the circle of radius \(w\) around the tip of \(\mathbf V\). Tangency means that the final velocity is perpendicular to that radius: \(V\cos\chi+w=0\), or \(\cos\chi=-\mu\). Here \(\chi=132.47^\circ\).

Integrating Newton's equations with the Ziegler-Biersack-Littmark (ZBL) screened repulsion shows the same thing as a function of impact parameter \(b\):

- \(b=0\): 0°, 18.8 eV
- \(b=0.1\) Å: 34.4°, 37.0 eV
- \(b=0.3\) Å: 40.6°, 156.8 eV
- \(b=0.6\) Å: 25.3°, 363.1 eV
- \(b=1.0\) Å: 10.1°, 477.1 eV

The maximum, 42.47°, lies at \(b=0.216\) Å. That position depends on the potential; the limiting angle does not.

**Two energies at one angle, and other mass ratios**

Solving the quadratic gives

\[
x=\frac{\cos\theta\pm\sqrt{\mu^2-\sin^2\theta}}{1+\mu}.
\]

For \(\mu<1\), both roots are positive below the limit. At 30° the square root is \(\sqrt{0.6752^2-0.25}=0.4538\), so \(x=(0.8660\pm0.4538)/1.6752\), or 0.788 and 0.246. Multiplying \(x^2\) by 500 eV gives 310 eV after a soft collision and 30 eV after a hard one.

For \(\mu=1\), the quadratic reduces to \(x(x-\cos\theta)=0\). A projectile that still moves has \(x=\cos\theta>0\), so it can approach 90° but not reach it. A head-on hit stops it.

For \(\mu>1\), the product of the roots, \((1-\mu)/(1+\mu)\), is negative. There is then one positive root at every angle, including 180°. Your picture therefore works for argon on tungsten: a head-on hit returns the ion at 180° with \(500\,[(183.84-39.962)/(183.84+39.962)]^2\approx207\) eV.

**How argon can still leave aluminium**

It can turn around in several collisions. Suppose each is with a fresh aluminium atom at rest. The angle between the first and last directions cannot exceed the sum of the individual deflections. At normal incidence on a flat surface, escape needs a total turn above 90°. Two collisions give at most \(2\times42.47^\circ=84.94^\circ\), so at least three are needed. A complete reversal needs at least five, since \(4\theta_{\max}<180^\circ\).

There is also an upper bound on the escaping energy. Let \(K(\theta)=x^2\) on the soft branch, which keeps more energy at a given angle. With \(S=\sqrt{\mu^2-\sin^2\theta}\) and \(D=\cos\theta+S\),

\[
\frac{dD}{d\theta}=-\sin\theta-\frac{\sin\theta\cos\theta}{S}
=-\frac{\sin\theta}{S}\,D .
\]

Since \(K=D^2/(1+\mu)^2\),

\[
\frac{d\ln K}{d\theta}=\frac{2}{D}\frac{dD}{d\theta}=-\frac{2\sin\theta}{S}.
\]

As \(\theta\) grows towards the limit, \(\sin\theta\) rises and \(S\) falls, so this slope becomes steadily more negative: \(\ln K\) is concave. For a given sum of deflections, equal ones then keep the most energy. The sum must be at least the total turn, and because \(K\) falls with angle, any excess only lowers the energy. After \(n\ge3\) collisions,

\[
E_{\text{out}}\le E_0\,[K(90^\circ/n)]^n .
\]

For \(n=3\) this is \(500\times0.6207^3\approx120\) eV. For \(n=4\) and \(n=6\) it is 186 and 266 eV: more, gentler collisions permit a higher energy. These are ceilings, not predicted mean energies.

As a test, 400,000 random three-collision sequences were generated, with isotropic centre-of-mass directions. The largest turn after two collisions was 84.93°, and the most energetic backward projectile after three had 113.7 eV, below the 120 eV bound.

Tilting the target changes the requirement. At incidence angle \(\alpha\) from the surface normal, a turn of more than \(90^\circ-\alpha\) can point the ion outward. One collision suffices kinematically when \(\alpha>90^\circ-42.47^\circ=47.53^\circ\), provided nothing else blocks the way out. That is reflection from the surface, but still not backscattering through more than 90°.

**When the target is not ideal**

*Inelastic energy.* The kinetic energy of relative motion is \(E_c=E_0\mu/(1+\mu)=201.5\) eV. If an energy \(q\) is released into it (\(q<0\) for a loss), \(w\) is multiplied by \(\sqrt{1+q/E_c}\). As long as \(w\) stays below \(V\),

\[
\sin\theta_{\max}=\mu\sqrt{1+q/E_c}.
\]

A 10 eV loss lowers the limit to 41.16°. Backward motion needs \(w>V\), that is \(\mu^2(1+q/E_c)>1\), so

\[
q>E_c\,\frac{1-\mu^2}{\mu^2}=E_0\,\frac{1-\mu}{\mu}\approx240\ \text{eV}.
\]

Even if argon's ionization energy, roughly 16 eV, went entirely into the motion, the limit would rise by only about 2°.

*Thermal motion.* Let the target atom have speed \(\varepsilon v_0\) at angle \(\phi\) to the beam, in the scattering plane. To first order in \(\varepsilon\), the centre-of-mass velocity tilts by \(\mu\varepsilon\sin\phi\), and \(w/V\) becomes \(\mu[1-(1+\mu)\varepsilon\cos\phi]\). Dividing the change in \(w/V\) by \(\cos\theta_{\max}\) converts it to an angle, and \(\mu/\cos\theta_{\max}=\tan\theta_{\max}\). The total shift is

\[
\delta\theta=\varepsilon\left[\mu\sin\phi-(1+\mu)\tan\theta_{\max}\cos\phi\right],
\]

whose largest value over \(\phi\) is

\[
\delta\theta_{\max}=\varepsilon\sqrt{\mu^2+(1+\mu)^2\tan^2\theta_{\max}} .
\]

At 400 K the rms speed of an aluminium atom, treated classically, is 0.608 km/s, against 49.14 km/s for the ion. Thus \(\varepsilon=0.0124\) and the shift is 1.2°. After a first collision at the limit the ion has only 96.9 eV, so its speed is \(\sqrt{96.9/500}=0.44\) of the original and the next shift is about 2.7°. Together these use up most of the 5.1° by which two collisions miss 90°. Atoms faster than the rms speed can close the gap, so the three-collision minimum is strict for atoms at rest, not for a warm solid.

*Binding and neighbours.* Holding the target atom in a model Gaussian well, 15 eV deep with a 7 THz vibration frequency, moves the limit by only \(+0.08^\circ\). This soft well leaves out the short-range repulsion from neighbouring atoms: a neighbour lying on the path of the recoil can stop it while the ion is still close, and that effect is not bounded by this number. Neighbours also act directly on slow projectiles. Halfway between two aluminium atoms, 1.43 Å from each, the ZBL repulsion is 13 eV from each, 26 eV in all. That is small beside 500 eV but more than the 18.8 eV left after a head-on hit, so the later path of such an ion is not a clean series of binary collisions.

**Your sputtering system**

The elastic limit for an atom at rest does not depend on the ion energy, so your rough value of 500 eV is enough. For your aluminium target at normal incidence, the single-collision limit is about 42°, and each correction estimated here for the first collision moves it by about two degrees or less; the effect of a neighbour blocking the recoil was not estimated. The assumption that fails in a real target is that the ion meets only one atom: later collisions can carry the total turn past 90°. An atom already set moving may also hit the ion again, which the stationary-target bounds do not cover. The collision counts and energy ceilings are for argon-40 meeting aluminium atoms only. A sputtered target also holds implanted argon, for which \(\mu=1\), so one hit on aluminium and one on argon can already exceed 90°, and implanted argon can leave by being sputtered or released rather than reflected. So your colleague is right about the single collision, and reflected argon does not contradict it. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Masses Ar, Al, W: 39.962, 26.982, 183.84 u
Ion energy E0: 500 eV
Mass ratio mu, Al/Ar: 0.6752
Limit arcsin(mu): 42.47 deg
Largest deflection from trajectories: 42.47 deg
  at impact parameter: 0.216 angstrom
  c.m. angle arccos(-mu): 132.47 deg
  retained energy, formula: 96.9 eV
  retained energy, trajectory: 96.9 eV
Trajectories: b (angstrom), deflection (deg), energy (eV)
  0.0  0.00  18.8
  0.1  34.41  37.0
  0.3  40.62  156.8
  0.6  25.26  363.1
  1.0  10.11  477.1
Head-on speed at closest approach: 0.5969 v0, forward
Head-on final energy on Al: 18.80 eV, forward
Head-on on W: 180.0 deg, 206.6 eV
At 30 deg, soft collision: 310.3 eV
At 30 deg, hard collision: 30.3 eV
Two-collision limit: 84.94 deg
Largest two-collision sample: 84.93 deg
Fewest collisions to escape, normal incidence: 3
Fewest collisions for a 180 deg turn: 5
  energy bound for 90 deg turn, n=3: 119.6 eV
  energy bound for 90 deg turn, n=4: 185.7 eV
  energy bound for 90 deg turn, n=5: 232.0 eV
  energy bound for 90 deg turn, n=6: 266.4 eV
Best backward 3-collision sample: 113.7 eV
One-collision escape needs incidence from normal above: 47.53 deg
Ion speed: 49.14 km/s
Al rms thermal speed at 400 K: 0.608 km/s
Thermal shift, first order: 1.19 deg
Thermal shift, full scan: 1.21 deg
Centre-of-mass energy Ec: 201.5 eV
Limit with 10 eV loss: 41.16 deg
Limit with 16 eV release: 44.55 deg
Release needed for backward motion: 240.5 eV
Well depth, frequency: 15 eV, 7 THz
Well width parameter: 1.67 angstrom
Shift of limit by binding: +0.082 deg
Neighbour distance in Al: 2.86 angstrom
ZBL energy at half that distance: 13.2 eV
```
